# Unscreened depolarization field of a ferroelectric tunnel-junction film

## Problem

A ferroelectric tunnel junction stores a bit in the direction of the polarization of a thin insulating film. Consider such a film, 4.0 nm thick and 50 nm in radius, with a uniform polarization of 20 µC/cm² normal to its faces. Its background relative permittivity is 30. There is no free charge on the faces and no applied field.

(a) Find the electric field inside the film, treating it as very wide.

(b) Find the voltage across the film, and the free charge per area that would remove the field.

(c) Decide whether the finite radius matters at the centre.

Take the $x$ axis along the polarization. The symbol $P$ denotes the polarization apart from the linear background response, and $P$ is held fixed. The background permittivity $\varepsilon_b$ describes everything else in the film that responds linearly to the field $E$.

## Hints

1. A polarization that ends at a surface leaves bound charge there. Which face is positive?
2. The background also polarizes, so the bound charge depends on the field that you are looking for. Write one equation for $E$ and solve it.
3. For (b), ask what free charge makes $E=0$ in the film. The background response then vanishes too.
4. For (c), replace each infinite sheet by a disk and add up the field of its rings on the axis.

## Full solution

**(a) The field.** The total polarization is the fixed part plus the background response:

$$P_{\rm tot}=P+\varepsilon_0(\varepsilon_b-1)E .$$

The bound surface charge is the component of $P_{\rm tot}$ along the outward normal. It is therefore $+P_{\rm tot}$ on the right face and $-P_{\rm tot}$ on the left face.

A wide sheet of charge density $\sigma$ produces a field $\sigma/(2\varepsilon_0)$ on each side, directed away from positive charge. Inside the film, the positive right face pushes towards $-x$ and the negative left face pulls towards $-x$. The two contributions add:

$$E=-\frac{P_{\rm tot}}{\varepsilon_0}.$$

Outside the film they cancel. Inserting $P_{\rm tot}$ gives

$$E=-\frac{P}{\varepsilon_0}-(\varepsilon_b-1)E .$$

Moving the last term to the left leaves $\varepsilon_bE=-P/\varepsilon_0$, so

$$\boxed{E=-\frac{P}{\varepsilon_0\varepsilon_b}}$$

Gauss's law gives the same result. The displacement in the film is $D=\varepsilon_0E+P_{\rm tot}=\varepsilon_0\varepsilon_bE+P$. Without free charge its normal component is continuous across the faces, and it is zero outside because the field is zero there. Hence $\varepsilon_0\varepsilon_bE+P=0$.

For the numbers, first convert the polarization:

$$P=\frac{20\times10^{-6}\ \mathrm C}{10^{-4}\ \mathrm{m^2}}=0.20\ \mathrm{C/m^2}.$$

With $\varepsilon_0\varepsilon_b=2.656\times10^{-10}$ F/m,

$$E=-\frac{0.20}{2.656\times10^{-10}}\ \mathrm{V/m}=-7.53\times10^{8}\ \mathrm{V/m}.$$

Since 1 MV/cm is $10^8$ V/m, the magnitude is **7.53 MV/cm**. The minus sign says that the field opposes the polarization, which is why it is called a depolarization field. The thickness has dropped out, because the field of a wide sheet does not depend on distance.

The background reduces the field greatly. From $E=-P_{\rm tot}/\varepsilon_0$ and the boxed result, $P_{\rm tot}=P/\varepsilon_b$: the net bound charge is one thirtieth of what $P$ alone would leave.

**(b) Voltage and compensating charge.** The voltage magnitude is

$$|E|d=(7.53\times10^8\ \mathrm{V/m})(4.0\times10^{-9}\ \mathrm m)=3.01\ \mathrm V .$$

If free charge removes the field, then $E=0$ and $D=P$ in the film. With $D=0$ outside, the jump in $D$ at the right face requires a free charge $0-P=-P$ per area. The left face needs $+P$. The number of elementary charges per area on each face is

$$\frac{P}{e}=1.25\times10^{14}\ \mathrm{cm^{-2}} .$$

The factor $\varepsilon_b$ is absent here because the background is unpolarized once the field is gone.

The voltage can be compared with the band gap, roughly 5.5 eV in hafnium-zirconium oxide. In a simple picture of rigid bands tilted by the field, the drop in electron energy across the film reaches the gap at a thickness

$$d_g=\frac{5.5\ \mathrm V}{7.53\times10^8\ \mathrm{V/m}}=7.3\ \mathrm{nm}.$$

Beyond this thickness, valence states at the left face lie above conduction states at the right face. Electrons moving between them would carry negative charge to the positive bound charge and reduce the field. The unscreened result then needs more than an absence of outside charge: it also needs this internal transfer not to have happened. The 4.0 nm film lies below this limit, although defects could still supply charge.

**(c) Finite radius.** Put $h=d/2$ and consider a disk of radius $R$ and charge density $\sigma$. A ring of radius $\rho$ contributes only an axial field at the film's centre, since the sideways parts cancel around the ring. The sum over rings is

$$\frac{\sigma}{4\pi\varepsilon_0}\int_0^R\frac{2\pi\rho\,h\,d\rho}{(\rho^2+h^2)^{3/2}}
=\frac{\sigma}{2\varepsilon_0}\left[1-\frac{h}{\sqrt{R^2+h^2}}\right].$$

Two opposite disks therefore give a field of magnitude $N\sigma/\varepsilon_0$, where $N$ is the square bracket. For $R=50$ nm and $h=2.0$ nm, $N=0.960$.

As an estimate, treat the background response as uniform over the disk. Then

$$E=-\frac{N}{\varepsilon_0}\left[P+\varepsilon_0(\varepsilon_b-1)E\right]
\quad\Rightarrow\quad
E=-\frac{NP}{\varepsilon_0[1+N(\varepsilon_b-1)]}.$$

The ratio of this field to that of the wide film is $\varepsilon_bN/[1+N(\varepsilon_b-1)]$. Setting $N=1-\delta$, the relative change is

$$\frac{\varepsilon_b(1-\delta)}{\varepsilon_b-(\varepsilon_b-1)\delta}-1
=-\frac{\delta}{\varepsilon_b-(\varepsilon_b-1)\delta}.$$

With $\delta=0.040$ this is $-0.14$ percent. A 4 percent loss of Coulomb field per unit charge is mostly offset, because a weaker field also induces less opposing background charge. This estimate assumes vacuum around the disk, and the uniform response is an approximation: the full electrostatic problem for a dielectric disk in vacuum gives $-0.13$ percent. Polarizable surroundings enlarge the change, to about $-0.5$ percent for a disk buried in a medium of permittivity 3.9, and to the full $-4$ percent if the surroundings also have permittivity 30. For surroundings of much lower permittivity than the film, the finite radius is negligible at the centre; the estimate does not describe the rim.

## Variation 1: metal electrodes

*The film is placed between identical, short-circuited electrodes with screening length $\lambda=0.05$ nm and relative permittivity $\varepsilon_m=2$. Keep $P$ fixed. What is the field now?*

Assume linear screening. The electrode's free charge density is $-\varepsilon_0\varepsilon_m\phi/\lambda^2$, where $\phi$ is the potential relative to the electrode's interior. Poisson's equation becomes $\phi''=\phi/\lambda^2$, so potential and field decay exponentially over the length $\lambda$. The screening charge is spread over this layer, with no separate sheet at the interface, and $D$ is therefore continuous there. The field in the electrode starts at $D/(\varepsilon_0\varepsilon_m)$, and its integral over the layer is $D\lambda/(\varepsilon_0\varepsilon_m)$.

The short circuit makes the total integral of the field zero:

$$Ed+\frac{2\lambda D}{\varepsilon_0\varepsilon_m}=0,\qquad D=\varepsilon_0\varepsilon_bE+P .$$

Define $b=2\lambda\varepsilon_b/\varepsilon_m$, so that $2\lambda/(\varepsilon_0\varepsilon_m)=b/(\varepsilon_0\varepsilon_b)$. Substituting $D$ gives

$$E(d+b)=-\frac{bP}{\varepsilon_0\varepsilon_b}
\quad\Rightarrow\quad
E=-s\,\frac{P}{\varepsilon_0\varepsilon_b},\qquad s=\frac{b}{d+b}.$$

Here $b=1.50$ nm and $s=1.50/5.50=0.273$, so the field magnitude is $0.273\times7.53=2.05$ MV/cm. Solving Poisson's equation on a grid through film and electrodes gives the same value.

For $\lambda\to0$ the field vanishes, as for ideal metals. For $d\ll b$ it approaches the bare value. At fixed $P$, thinner films thus have larger depolarization fields when the electrodes are kept the same. If $P$ can respond, as in Variation 2, it shrinks as the film gets thinner. In that model the field then peaks at $E_c$, near $d=1.8$ nm, and falls again in thinner films, provided the polarization stays uniform.

## Variation 2: a polarization that can respond

*Can the film keep its 20 µC/cm² in its own field?*

Use a model in which the field needed to hold a uniform polarization $P$ is

$$E=-aP+\frac{aP^3}{P_0^2},\qquad a>0,$$

with $P_0=20$ µC/cm² the zero-field value. The strongest opposing field the polarized state withstands follows from $dE/dP=-a+3aP^2/P_0^2=0$. This gives $P=P_0/\sqrt3$ and

$$E_c=\frac{aP_0}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_0}{3\sqrt3}.$$

For a rough intrinsic coercive field $E_c=2$ MV/cm, $a=3\sqrt3E_c/(2P_0)=2.60\times10^9$ m/F.

The actual field is $E=-skP$, with $k=1/(\varepsilon_0\varepsilon_b)=3.76\times10^9$ m/F and $s=1$ for the bare film. Equating the two fields gives

$$P\left[sk-a+\frac{aP^2}{P_0^2}\right]=0 .$$

Let $P$ grow when the actual field exceeds the needed one. Near $P=0$ the difference is $(a-sk)P$, so a small polarization grows if $sk<a$ and decays if $sk>a$. In the first case the film settles at

$$P=P_0\sqrt{1-\frac{sk}{a}} ,$$

and in the second at $P=0$.

The bare film has $k>a$ and loses its uniform polarization. Multiplying this condition by $P_0$ puts it in terms of fields: collapse occurs when the fixed-$P$ field exceeds $aP_0=(3\sqrt3/2)E_c=5.20$ MV/cm, and 7.53 MV/cm does. With twice the coercive field, the uniform solution is 10.5 µC/cm². This lies below $P_0/\sqrt3=11.5$ µC/cm², on the part of the curve where $dE/dP<0$. Such a state, which occurs whenever $2/3<sk/a<1$, is held only by the depolarization field of the uniform film. Lateral variations of short wavelength feel a weaker depolarization field, so the state breaks up unless variations of $P$ cost enough energy, a term the model does not contain.

With the electrodes of Variation 1, $sk/a=0.273\times3.76/2.60=0.395$. The polarization settles at $20\sqrt{0.605}=15.6$ µC/cm², and the field magnitude at 1.60 MV/cm. This state lies above $P_0/\sqrt3$, where $dE/dP>0$. These numbers depend on the cubic form of $E(P)$. With $E\propto(P/P_0)^5-P/P_0$ and the same $P_0$ and $E_c$, for example, collapse sets in at 3.7 MV/cm and the film with electrodes keeps 16.4 µC/cm² at 1.7 MV/cm, while the bare film still collapses. The model also leaves out domains of opposite polarization, which offer the film another way to lower its electrostatic energy.

**What the number 30 must mean.** At $P_0$ the slope is $dE/dP=2a$. The switchable polarization therefore adds $1/(2a\varepsilon_0)=21.7$ to the small-signal permittivity, on top of the background. If 30 were the total, the background would be only 8.3 and the fixed-$P$ bare field 27 MV/cm. The voltage would then be 10.9 V, above the gap, with $d_g$ only 2.0 nm, and the fields with electrodes would be 2.56 MV/cm at fixed $P$ and 1.82 MV/cm when $P$ responds. Conversely, a background of 30 means a total of 52 in this model. The answer to (a) thus rests on 30 being the background value. The size of this correction depends on the model and on the rough $E_c$.

## Comparison with real junctions

The film parameters are rough values for hafnium-zirconium oxide junctions, with the reservation that a permittivity near 30 is usually quoted as the measured total, so the true background may be smaller. The bare field is 1.9 times a rough breakdown field of 4 MV/cm, so 7.5 MV/cm should be read as the electrostatic field of a prescribed polarization, not as a working condition. The assumption that real devices break first is the absence of free charge: they have electrodes. In this example, electrodes lower the field to 2.05 MV/cm at fixed $P$, and to 1.60 MV/cm when $P$ responds. These two values are themselves estimates, since a screening length of 0.05 nm is shorter than the distance between atoms and a continuum description is strained there. Trapped charge and non-ferroelectric interface layers, both left out, would change them further. The main values used here are collected in the numerical output below.

## Computed results

```
INPUTS
polarization P: 20.0 uC/cm2
polarization P in SI: 0.20 C/m2
background relative permittivity: 30
vacuum permittivity: 8.85419e-12 F/m
film thickness: 4.0 nm
junction radius: 50 nm
band gap (rough): 5.5 eV
breakdown field (rough): 4.0 MV/cm
intrinsic coercive field (rough): 2.0 MV/cm
electrode screening length: 0.05 nm
electrode relative permittivity: 2.0
BARE FILM, FIXED P
eps0*eps_b: 2.6563e-10 F/m
field along P: -7.5294e+08 V/m
field magnitude: 7.529 MV/cm
magnitude from Coulomb integral: 7.529 MV/cm
voltage drop across film: 3.012 V
compensating charges needed: 1.248e+14 per cm2
field / breakdown field: 1.88
thickness where drop equals gap: 7.30 nm
FINITE WIDTH
Coulomb factor N at centre: 0.9600
change of field: -0.139 percent
REAL ELECTRODES, FIXED P
length b: 1.50 nm
unscreened fraction s: 0.2727
field magnitude, formula: 2.053 MV/cm
field magnitude, grid: 2.053 MV/cm
RESPONSE OF P
model coefficient a: 2.5981e+09 m/F
k = 1/(eps0*eps_b): 3.7647e+09 m/F
bare field that destroys P: 5.196 MV/cm
relaxed P, bare film: 0.000 uC/cm2
relaxed P, bare, doubled coercive field: 10.50 uC/cm2
self-consistent P with electrodes: 15.55 uC/cm2
self-consistent field magnitude: 1.597 MV/cm
IF 30 WERE THE TOTAL PERMITTIVITY
part due to switchable polarization: 21.74
remaining background: 8.26
fixed-P bare field magnitude: 27.3 MV/cm
```
